# Atomic hydrogen in diamond growth does more than etch graphite

Imagine a diamond surface on which graphite cannot form, under hot methane and molecular hydrogen. Every surface carbon atom is capped by a hydrogen atom, and every methane molecule has its four bonds filled. A capped site has no free bond to offer, and methane has none to offer in return. Apart from rare thermal bond breaking, nothing grows, although there is no graphite to remove.

Now add hydrogen atoms at density \(h\), still without methyl radicals. An atom can pull a capping hydrogen off as H\(_2\), leaving an open site, or it can stick to an open site and cap it. If \(a\) and \(b\) are the capped and open fractions, the steady state requires

\[
k_{\rm open}h\,a=k_{\rm cap}h\,b,\qquad a+b=1
\quad\Rightarrow\quad b=\frac{k_{\rm open}}{k_{\rm open}+k_{\rm cap}} .
\]

The density cancels because both steps need one atom. With \(k_{\rm open}=5\times10^{-12}\) and \(k_{\rm cap}=3\times10^{-11}\ \mathrm{cm^3/s}\), one site in seven is open. Hydrogen has made places for carbon to land, and no etching was involved.

## The belief and its appeal

The belief is that atomic hydrogen matters in diamond growth because it etches graphite: carbon arrives in both forms, hydrogen removes the graphitic part faster, and diamond is what remains. Its appeal is sound as far as it goes. At low pressure graphite is the more stable form of carbon, so something must keep it from taking over, and atomic hydrogen does attack graphitic carbon much faster than diamond.

The error lies in the word "because". If etching were the whole role, a surface unable to form graphite would grow diamond without atomic hydrogen. A small reaction network can put that to the test, since in it graphite can be forbidden.

## The gas: hydrogen makes methyl

The growth species is taken to be methyl, made and unmade by

\[
\mathrm{CH_4+H\rightleftharpoons CH_3+H_2},
\]

with forward constant \(k_f\) and backward constant \(k_r\). Let \(C\) be the fixed total density of methane plus methyl, and \(m\) that of methyl. In a well-stirred gas

\[
\frac{dm}{dt}=k_fh\,(C-m)-k_r[\mathrm{H_2}]\,m .
\]

Setting the right side to zero and collecting the terms in \(m\) gives

\[
m=C\,\frac{k_fh}{k_fh+k_r[\mathrm{H_2}]} .
\]

The same equation shows that \(m\) relaxes to this value at the rate \(k_fh+k_r[\mathrm{H_2}]\). At small \(h\) the methyl density is proportional to \(h\).

The example has conditions roughly like those of hot-filament growth: 30 Torr, 1200 K for both gas and surface, 1% of the gas as methane plus methyl, and 0.1% as hydrogen atoms at the surface. The gas density is \(2.41\times10^{17}\ \mathrm{cm^{-3}}\), so \(C=2.41\times10^{15}\) and \(h=2.41\times10^{14}\ \mathrm{cm^{-3}}\); nearly all the rest is H\(_2\). With the rough constants \(k_f=1.2\times10^{-12}\) and \(k_r=6\times10^{-14}\ \mathrm{cm^3/s}\), the result is \(m=4.8\times10^{13}\ \mathrm{cm^{-3}}\), or 2% of the carbon. Relaxation takes 68 µs, while diffusion across a 5 mm gap takes about 1250 µs, so the steady value is a fair starting point.

## The surface: opening, locking, capping, etching

A site is capped (\(a\)), open (\(b\)), covered by methyl (\(c\)) or turned into graphitic, sp2 carbon (\(g\)), with \(a+b+c+g=1\). The moves are these.

- Hydrogen opens capped sites at rate \(k_{\rm open}h\) and caps open ones at rate \(k_{\rm cap}h\).
- Methyl lands on an open site at rate \(k_{\rm add}m\) and leaves again at rate \(k_{\rm leave}\).
- Hydrogen strips an atom from adsorbed methyl at rate \(k_{\rm lock}h\). The carbon is then taken to bond into the lattice at once, which leaves a capped site one layer higher.
- Two neighbouring open sites can join their dangling bonds into sp2 carbon. In mean field, where neighbours are uncorrelated, an open site is lost this way at rate \(k_{\rm pair}b\).
- Hydrogen etches an sp2 site back to a capped one at rate \(k_{\rm etch}h\).

Two further moves are left out of the formulas below: thermal breaking of surface C–H bonds, and capping of open sites by H\(_2\) molecules. The first is tiny at the working point. The second may not be, and its effect is estimated further on.

In the steady state, gain equals loss for each kind of site. For methyl-covered sites,

\[
k_{\rm add}m\,b=(k_{\rm leave}+k_{\rm lock}h)\,c .
\]

The fraction of landed methyl that locks in before it leaves is

\[
\varphi=\frac{k_{\rm lock}h}{k_{\rm leave}+k_{\rm lock}h},
\]

so the number of carbon atoms built in per site and second is

\[
R=k_{\rm lock}h\,c=\varphi\,k_{\rm add}m\,b .
\]

For sp2 sites, \(k_{\rm pair}b^2=k_{\rm etch}h\,g\). Capped sites are lost by opening and gained by capping, locking and etching:

\[
k_{\rm open}h\,a=k_{\rm cap}h\,b+k_{\rm lock}h\,c+k_{\rm etch}h\,g
=(k_{\rm cap}h+\varphi k_{\rm add}m)\,b+k_{\rm pair}b^2 .
\]

The last form uses the two balances just found. Now \(a\), \(c\) and \(g\) are all expressed through \(b\). Putting them into \(a+b+c+g=1\) and sorting by powers of \(b\) gives

\[
Ab+Bb^2=1,
\]

\[
A=1+\frac{k_{\rm cap}h+\varphi k_{\rm add}m}{k_{\rm open}h}+\frac{k_{\rm add}m}{k_{\rm leave}+k_{\rm lock}h},
\qquad
B=k_{\rm pair}\left(\frac1{k_{\rm open}h}+\frac1{k_{\rm etch}h}\right).
\]

The positive root is \((-A+\sqrt{A^2+4B})/(2B)\). Multiplying top and bottom by \(A+\sqrt{A^2+4B}\) turns it into

\[
b=\frac{2}{A+\sqrt{A^2+4B}},
\]

which also holds when graphite is forbidden, \(B=0\).

## Forbidding graphite

Let \(h\) become small. Then \(m\to C(k_f/k_r)\,h/[\mathrm{H_2}]\) and \(\varphi\to k_{\rm lock}h/k_{\rm leave}\). The terms in \(A\) that contain methyl vanish, leaving \(A\to1+k_{\rm cap}/k_{\rm open}\).

With graphite forbidden, \(k_{\rm pair}=0\) and \(b\to1/A\), the constant of the opening example. The growth rate is

\[
R\to\frac{k_{\rm lock}h}{k_{\rm leave}}\;k_{\rm add}C\,\frac{k_f}{k_r}\frac{h}{[\mathrm{H_2}]}\;
\frac{k_{\rm open}}{k_{\rm open}+k_{\rm cap}}\;\propto\;h^2 .
\]

One power of \(h\) comes from making methyl and one from locking it in. This is the refutation: growth vanishes with atomic hydrogen on a surface that has nothing to etch.

With graphite allowed, \(B\) grows as \(1/h\) and in the end outweighs \(A\). Then \(b\to1/\sqrt B\propto\sqrt h\), and \(R\propto h^{5/2}\). In mean field, the contest between sp2 formation and etching adds half a power to the two already there. This half power depends on open sites being well mixed. If neighbours are fixed, pairing at low \(h\) is much faster than any step that needs hydrogen, and the sites left open are isolated ones waiting for an atom. All the remaining rates are then proportional to \(h\), so \(b\) tends to a constant and \(R\) returns to \(h^2\). The change of regime lies near \(4B=A^2\), or

\[
h=\frac{4k_{\rm pair}}{A^2}\left(\frac1{k_{\rm open}}+\frac1{k_{\rm etch}}\right)
=\frac{4\times10}{7^2}\,(2\times10^{11}+10^{12})\ \mathrm{cm^{-3}}
=9.8\times10^{11}\ \mathrm{cm^{-3}},
\]

with \(k_{\rm pair}=10\ \mathrm{s^{-1}}\) and \(k_{\rm etch}=10^{-12}\ \mathrm{cm^3/s}\). Steady states found numerically from the list of moves, for \(h\) between \(10^6\) and \(10^7\ \mathrm{cm^{-3}}\) and with thermal opening set to zero, give exponents of 2.00 and 2.50.

In the opposite limit of very large \(h\), nearly all the carbon is methyl, \(\varphi\to1\), and \(B\to0\). The rate levels off at \(k_{\rm add}C\,k_{\rm open}/(k_{\rm open}+k_{\rm cap})\). In the formulas, carbon supply then sets the pace and more hydrogen brings no more growth. A real gas would not reach this limit, because so much methyl would soon be lost in methyl–methyl reactions.

## The working point

The remaining constants are \(k_{\rm add}=k_{\rm lock}=5\times10^{-12}\ \mathrm{cm^3/s}\) and \(k_{\rm leave}=10^4\ \mathrm{s^{-1}}\). Hydrogen strips an adsorbed methyl at the rate \(k_{\rm lock}h=1207\ \mathrm{s^{-1}}\), so

\[
\varphi=\frac{1207}{10\,000+1207}=0.108 .
\]

Nine methyl groups in ten leave before they are locked in. The open fraction is \(b=0.142\), and \(k_{\rm add}m=239\ \mathrm{s^{-1}}\), hence

\[
R=0.108\times239\times0.142\approx3.7\ \mathrm{s^{-1}} .
\]

Each carbon per site adds one (100) layer of 0.0893 nm, which makes 1.2 µm/h. The sp2 fraction is 0.0008.

The local exponent \(d\ln R/d\ln h\) is 1.87. Differentiating the formulas gives \(1-m/C=0.98\) from methyl and \(1-\varphi=0.89\) from locking, which together account for it. The open fraction hardly changes with \(h\) here.

## Removing one job at a time

Hold \(h\) and all other constants fixed, and take away one job of hydrogen.

| Job removed | Growth (µm/h) |
|---|---|
| none | 1.2 |
| making methyl | \(9\times10^{-5}\) |
| opening capped sites | \(3\times10^{-8}\) |
| capping open sites | 7.6 |
| etching sp2 carbon | 1.2 at first, halved in 5 s |

In the second row, the only methyl left comes from thermal cracking of methane during one gas transit at 1200 K. The cracking rate is a rough upper limit, with a prefactor of \(10^{16}\ \mathrm{s^{-1}}\) and a barrier of 4.5 eV. Loss of this methyl to H\(_2\), at the rate \(k_r[\mathrm{H_2}]\), is ignored and would lower the figure about 18 times. Gas close to a hot filament would crack faster.

In the third row, capped sites open by thermal bond breaking alone. A prefactor of \(10^{13}\ \mathrm{s^{-1}}\) and a barrier of 4.2 eV give \(2.3\times10^{-5}\ \mathrm{s^{-1}}\), against \(1207\ \mathrm{s^{-1}}\) for opening by hydrogen. Neighbouring hydrogens can also leave together as H\(_2\), which is ignored here and would raise the figure in this row.

The fourth row runs the other way: capping slows growth. Without it the open fraction rises from 0.142 to 0.919, and growth rises by the same factor of 6.5. But sp2 carbon needs two open neighbours, so its coverage \(g=k_{\rm pair}b^2/(k_{\rm etch}h)\) rises by \(6.5^2\approx42\), to 0.035. The number of sites turned to sp2 per carbon deposited is

\[
\frac{k_{\rm pair}b^2}{R}=\frac{k_{\rm pair}\,b}{\varphi k_{\rm add}m},
\]

which is 0.055 with capping and 6.5 times larger without it. Capping gives up speed for quality, and it acts before any graphite exists, whereas etching repairs the damage afterwards.

The last row shows what is true in the belief. Without etching, sp2 sites accumulate. Let \(s=1-g\) be the area still diamond. Opening and capping are much faster than pairing, so the open fraction stays at \(b=b_0s\), where \(b_0\) is its value on a clean surface. Then

\[
\frac{ds}{dt}=-k_{\rm pair}b_0^2s^2\quad\Rightarrow\quad s=\frac1{1+k_{\rm pair}b_0^2t},
\]

and half the area is gone after \(1/(k_{\rm pair}b_0^2)=5.0\) s. Integrating the full set of moves to that time leaves 0.50 of the initial growth rate. Etching is necessary in this network, but it is not sufficient.

## Turning the activation off

A real reactor does not remove one job at a time. When the filament is off, all of them fade together. Suppose the gas stays at 1200 K but holds only the hydrogen atoms of thermal equilibrium, \(\mathrm{H_2\rightleftharpoons2H}\). Equating chemical potentials gives

\[
\frac{h^2}{[\mathrm{H_2}]}=\left(\frac{\pi m_{\rm H}k_BT}{h_P^2}\right)^{3/2}\frac{4}{q_{\rm rot}q_{\rm vib}}\,e^{-D_0/k_BT},
\]

where \(h_P\) is Planck's constant and \(m_{\rm H}\) the mass of the atom. The bracket is the squared translational factor of the atom, \((2\pi m_{\rm H}k_BT/h_P^2)^3\), divided by that of a molecule of mass \(2m_{\rm H}\). The 4 counts the electron spin states of two atoms. Nuclear spin cancels if \(q_{\rm rot}=T/2\theta_{\rm rot}\), the 2 standing for the identical nuclei, and \(q_{\rm vib}=1/(1-e^{-\theta_{\rm vib}/T})\). The rough values \(D_0=4.5\) eV, \(\theta_{\rm rot}=87\) K and \(\theta_{\rm vib}=6000\) K give \(h=2.2\times10^{11}\ \mathrm{cm^{-3}}\), about 1100 times below the working value. Spectroscopic constants for H\(_2\) would give \(2.4\times10^{11}\ \mathrm{cm^{-3}}\) and reduce the drop found next by about 15%.

Growth falls to \(7\times10^{-7}\) µm/h, a drop by \(1.7\times10^6\). Since \(R\) is a product, so is the drop:

\[
\underbrace{1075}_{\text{methyl}}\times\underbrace{978}_{\text{locking}}\times\underbrace{1.66}_{\text{open sites}}\approx1.7\times10^6 .
\]

With graphite forbidden, the drop is still \(1.0\times10^6\). The sp2 channel therefore accounts for a factor of 1.7 in more than a million. That share depends on \(k_{\rm pair}\), one of the least certain constants, but in mean field a pairing rate a hundred times higher raises it only to 10.

## What the network leaves out

An H\(_2\) molecule can also cap an open site, releasing a hydrogen atom. Suppose, as an illustration, that it does so with the constant \(k_r\) of the methyl reaction. The rate is \(k_r[\mathrm{H_2}]\approx1.4\times10^4\ \mathrm{s^{-1}}\), about twice \(k_{\rm cap}h=7.2\times10^3\ \mathrm{s^{-1}}\). Adding it to the capping term in \(A\) gives \(A\approx19\) in place of 7, so the open fraction and the growth rate fall by a factor of about 2.7. Capping by atoms then matters less, because molecules do part of that job: removing it would raise growth about 1.5 times instead of 6.5.

The supposed constant is uncertain. In thermal equilibrium every step must balance its reverse, which ties capping by H\(_2\) to thermal opening. The constant used here would require a thermal opening rate of about \(5\times10^{-4}\ \mathrm{s^{-1}}\), some twenty times the rough value behind the third row of the table. That row would rise but stay negligible.

At low \(h\) this step changes the power law. Capping no longer fades with \(h\) while opening does, so \(b\propto h\) and \(R\propto h^3\). The sp2 coverage, proportional to \(b^2/h\), then vanishes too. The laws \(h^2\) and \(h^{5/2}\) were derived without capping by H\(_2\) and without thermal opening. They need \(k_{\rm cap}h\) far above the capping rate by H\(_2\) and \(k_{\rm open}h\) far above the thermal opening rate, and the second law needs well-mixed open sites as well. With the constant supposed here, the first condition already fails at the working point, so growth tends to \(h^3\) as \(h\) falls, until thermal opening takes over. The network's sp2 fraction of one third in unactivated gas should not be trusted for the same reason. The main conclusion gains strength: growth depends on atomic hydrogen more steeply still, and for a reason unrelated to etching.

The second omission is the gradient above the surface. The surface consumes hydrogen atoms, so their density rises away from it as \(h(z)=h_0(1+z/\lambda)\). More methyl is made farther out and diffuses in. For dilute methyl with diffusion constant \(D\),

\[
D\,m''=k_r[\mathrm{H_2}]\,\bigl(m-m_0(1+z/\lambda)\bigr),
\]

where \(m_0\) is the well-stirred value at the surface. The solution that stays close to the local steady value far out is \(m=m_0(1+z/\lambda)+Pe^{-z/\ell}\), with \(\ell=\sqrt{D/(k_r[\mathrm{H_2}])}\). If uptake by the surface is neglected, \(m'(0)=0\), so \(P=m_0\ell/\lambda\) and

\[
m(0)=m_0\left(1+\frac{\ell}{\lambda}\right).
\]

Rough diffusion constants of 200 cm²/s for methyl and 400 cm²/s for hydrogen give \(\ell=1.2\) mm and \(\lambda=0.30\) mm, hence a factor of 5. A numerical solution that includes uptake and the depletion of methane gives 4.0, and growth of 4.6 µm/h. Without capping by H\(_2\), the site fractions that govern consumption settle to constants at low \(h_0\). Consumption is then proportional to \(h_0\), \(\lambda\) tends to a constant, and the gradient leaves the low-\(h\) exponents alone. Capping by H\(_2\) gives atoms back to the gas, which lengthens \(\lambda\) and weakens the gradient.

Other losses are small in the well-stirred gas, but not all stay small once the gradient is included. With rough constants and the well-stirred densities, methyl–methyl reactions proceed at 7% of the relaxation rate, and three-body recombination with hydrogen at 0.4%. The fourfold methyl density found with the gradient would raise the first figure to about a quarter at the surface. Farther out, where methyl is denser, it approaches one half. With methyl–methyl loss included in the diffusion problem (rough constant \(10^{-11}\ \mathrm{cm^3/s}\)), the gain at the surface falls from 4.0 to between 2.5 and 3, and growth to about 3 µm/h. The chosen surface constants correspond to reaction chances per hit of 0.06 for opening, 0.38 for capping and 0.24 for methyl addition, all below one as they must be.

## Beside a real reactor

Hot-filament reactors commonly run at tens of Torr with about a percent of methane in hydrogen, and grow diamond at rates of the order of 1 µm/h. The example lies in that regime, but its 1.2 µm/h is an estimate. The well-stirred assumption is clearly broken in practice, and correcting it raises the figure about 2.5 to 4 times, depending on how methyl–methyl loss is treated. Capping by H\(_2\) alone, with the constant supposed above, would lower it about threefold. The two corrections do not simply multiply, because this capping also weakens the gradient. The filament is also far hotter than 1200 K, and part of the carbon turns into acetylene, which the network ignores. The pairing and etching constants are lumped guesses, so the sp2 fractions show trends and do not predict film quality. The drop by a factor of a million is far larger than these uncertainties, but its size rests on \(k_{\rm leave}\), also a rough value, because locking supplies a power of \(h\) only while \(k_{\rm lock}h\ll k_{\rm leave}\). With \(k_{\rm leave}=100\ \mathrm{s^{-1}}\) the drop is about \(10^5\), and with \(1\ \mathrm{s^{-1}}\) about \(3\times10^3\). In each case most of it remains when there is no graphite to etch. The numerical output below lists the values used.

## Computed results

```
temperature: 1200 K
pressure: 30 Torr
gas density: 2.414e+17 cm^-3
C1 carbon density: 2.414e+15 cm^-3
H density at surface: 2.414e+14 cm^-3
k_open: 5e-12 cm^3/s
k_cap: 3e-11 cm^3/s
k_add: 5e-12 cm^3/s
k_lock: 5e-12 cm^3/s
k_etch: 1e-12 cm^3/s
k_leave: 1e+04 1/s
k_pair: 10 1/s
k_f for CH4 + H: 1.2e-12 cm^3/s
k_r for CH3 + H2: 6e-14 cm^3/s
CH3 density: 4.78e+13 cm^-3
CH3 relaxation time: 68.35 us
gas transit time: 1250 us
capped site fraction: 0.8543 (no unit)
open site fraction: 0.1418 (no unit)
methyl site fraction: 0.003025 (no unit)
sp2 site fraction: 0.0008335 (no unit)
locked fraction phi: 0.1077 (no unit)
growth per site: 3.652 1/s
layer thickness: 0.08925 nm
growth rate: 1.173 um/h
low-H exponent, no sp2: 2 (no unit)
low-H exponent, with sp2: 2.499 (no unit)
exponent at working point: 1.868 (no unit)
H density at sp2 crossover: 9.796e+11 cm^-3
growth, no CH3 made by H: 9.399e-05 um/h
growth, no opening by H: 2.612e-08 um/h
growth, no capping: 7.6 um/h
open fraction, no capping: 0.9188 (no unit)
sp2 fraction, no capping: 0.03497 (no unit)
half-time of growth, no etching: 4.96 s
growth left then, integrated: 0.5 of start
thermal H density, no activation: 2.202e+11 cm^-3
growth, no activation: 6.742e-07 um/h
sp2 fraction, no activation: 0.3335 (no unit)
fall of growth, no activation: 1.74e+06 times
  part from CH3: 1075 times
  part from locking: 978.3 times
  part from open sites: 1.655 times
fall with graphite forbidden: 1.045e+06 times
sp2 share of fall: 1.665 times
sp2 share, pairing x100: 10.13 times
H gradient length lambda: 0.2984 mm
CH3 reaction length: 1.181 mm
CH3 gain from gradient: 4.035 times
growth with gradient: 4.649 um/h
CH3+CH3 loss / relaxation: 0.06535 (no unit)
CH3+H+M loss / relaxation: 0.003984 (no unit)
thermal site opening: 2.295e-05 1/s
site opening by H: 1207 1/s
reaction chance per hit, open/cap/add: 0.063 0.375 0.241 (no unit)
```
